# Selected Speed of a Fisher-KPP Front on a Three-Point Grid

A reacted fraction $u$ spreads by diffusion and grows autocatalytically:

$$\partial_t u=D\,\partial_x^2u+ru(1-u),\qquad D,r>0 .$$

On a grid $x_j=jh$, with the three-point second difference and time left continuous, this becomes

$$\dot u_j=\frac{D}{h^2}(u_{j+1}-2u_j+u_{j-1})+ru_j(1-u_j). \tag{1}$$

The initial state is a step: $u_j=1$ for $j\le0$ and $u_j=0$ for $j>0$. The front speed is the long-time speed of the point where $u$ passes a fixed level $\theta$, $0<\theta<1$. No $\hbar$, charge or electron mass enters, so the algebra reads the same in atomic units as in any other consistent units. Define

$$s=\frac{rh^2}{D},\qquad A=\frac{2D}{h^2},\qquad c_0=2\sqrt{rD}.$$

## (a) Which speeds does the leading edge allow?

**Linearise (1) at small $u$, find the speed of an exponential tail with decay constant $k$, and locate the smallest such speed.**

For small $u$ the term $-ru^2$ drops out. Insert $u_j=e^{-k(jh-ct)}$. The time derivative gives $kc\,u_j$, and the neighbours give $u_{j\pm1}=e^{\mp kh}u_j$. Hence

$$c(k)=\frac{G(k)}{k},\qquad G(k)=r+A(\cosh kh-1). \tag{2}$$

The slope is $c'(k)=(kG'-G)/k^2$. Its numerator equals $-r$ at $k=0$, has derivative $kG''=2Dk\cosh kh>0$, and grows without bound. It therefore vanishes once, at the minimum $k_*$. There $G=k_*G'$, so the least speed is $c_*=G(k_*)/k_*=G'(k_*)$. With $y=k_*h$,

$$c_*=\frac{2D}{h}\sinh y,\qquad y\sinh y-\cosh y+1=\frac s2. \tag{3}$$

The second relation is $k_*G'=G$ divided by $A$, since $r/A=s/2$.

So far $c_*$ is only the least speed of a positive exponential tail. That a step selects it must be proved.

## (b) Can the front outrun $c_*$?

**Prove a comparison principle for (1) and use it to bound the front from above.**

Let $a_j(t)$ and $b_j(t)$ be bounded, $|a_j|,|b_j|\le B$, with $a_j\le b_j$ at the start. Suppose $\dot a_j$ is at most the right side of (1) evaluated with $a$, and $\dot b_j$ at least that evaluated with $b$. The claim is that $a_j\le b_j$ at all later times.

The difference $e_j=b_j-a_j$ obeys

$$\dot e_j\ge\frac D{h^2}(e_{j+1}+e_{j-1})+[-A+r(1-a_j-b_j)]e_j .$$

Set $E_j=e^{Kt}e_j$ with $K=A+2rB$. Then

$$\dot E_j\ge\frac D{h^2}(E_{j+1}+E_{j-1})+m_jE_j,\qquad 0\le m_j\le r(4B+1).$$

Let $N(t)$ be the supremum of $\max(0,-E_j)$ over all sites and all times up to $t$. All coefficients are nonnegative, so $\dot E_j\ge-MN$ with $M=A+r(4B+1)$. Integration gives $N(t)\le M\int_0^tN\,dt'$. Iterating $n$ times gives $N(t)\le N(t)(Mt)^n/n!$, which tends to zero. Thus $N=0$. Corners in time do no harm, because only the integrated inequality is used.

Comparison with the constant solutions 0 and 1 gives $0\le u_j\le1$. Comparison of $u_j$ with the shifted solution $u_{j+1}$, which starts no higher, shows that $u_j$ never increases with $j$.

Now take $b_j=\min(1,e^{-k_*(jh-c_*t)})$. The exponential solves the linear equation, whose growth term $ru$ is at least $ru(1-u)$, so it satisfies the inequality for $b$. So does the constant 1. Taking the minimum lowers the neighbours only, which lowers the right side of (1), so the inequality survives. At $t=0$ this $b$ lies above the step. Therefore $u_j\le e^{-k_*(jh-c_*t)}$, and $u_j\ge\theta$ requires

$$jh\le c_*t+\frac{\ln(1/\theta)}{k_*}.$$

No level moves faster than $c_*$ in the long run.

## (c) Can the front lag behind $c_*$?

**Build a moving lower barrier of finite width whose speed can be brought as close to $c_*$ as desired.**

Choose $r'<r$ and a small $q$ with $qh<\pi/2$. Let $\varphi(z)=e^{-kz}\sin qz$, which is the imaginary part of $e^{-\lambda z}$ with $\lambda=k-iq$. It travels at speed $c$ under the linear equation with growth rate $r'$ if $c\lambda=r'+A(\cosh\lambda h-1)$. Since $\cosh\lambda h=\cosh kh\cos qh-i\sinh kh\sin qh$, the imaginary and real parts are

$$c=A\sinh(kh)\frac{\sin qh}{q},\qquad kc=r'+A(\cosh kh\cos qh-1). \tag{4}$$

Insert the first into the second and call the left side minus the right side $F(k)$. For small $q$, $F(0)=-r'+A(1-\cos qh)<0$. The slope is

$$F'=A\left[(\sinh kh+kh\cosh kh)\frac{\sin qh}{q}-h\sinh kh\cos qh\right]>0,$$

because $\sin(qh)/q>h\cos qh$. Also $F\to\infty$ for large $k$, so there is one root. As $q\to0$, $F$ becomes $kG'-G$ with $r'$ in place of $r$, and $c$ becomes $(2D/h)\sinh kh$. By (3), $c$ tends to the minimum speed for $r'$, which tends to $c_*$ as $r'\to r$.

Keep one positive lobe: $w_j=\varepsilon\varphi(z)$ for $0<z<\pi/q$ and $w_j=0$ elsewhere, with $z=jh-c(t-t_1)$ and $t_1>0$. Choose $\varepsilon$ so small that $w_j\le1-r'/r$. Inside the lobe, a neighbour that has been cut off had $\varphi\le0$ and now has $w=0$, so cutting raises the neighbours. Hence

$$\dot w_j\le\frac D{h^2}(w_{j+1}-2w_j+w_{j-1})+r'w_j,\qquad r'w_j\le rw_j(1-w_j).$$

Outside the lobe $\dot w_j=0$ and the right side of (1) is nonnegative. So $w$ is a lower barrier. At $t_1$ every $u_j$ is positive, since each site is fed by its left neighbour from the start. The lobe covers finitely many sites, so a small enough $\varepsilon$ puts $w$ below $u$ at $t_1$.

Some site always lies in $h/2\le z\le3h/2$, inside the lobe, where $w$ has a positive minimum $\delta$. As $u_j$ does not increase with $j$, $u_j(t)\ge\delta$ for all $jh\le c(t-t_1)$.

It remains to lift $\delta$ to $\theta$. Let $p$ solve $\dot p=rp(1-p)$ with $p(0)=\delta$, and choose $T$ so that $p(T)\ge(1+\theta)/2$. Let $v_j$ solve (1) from the value $\delta$ for $j\le J$ and 0 beyond, where $J$ is the last site with $Jh\le c(t-t_1)$. Then $u_j(t+T)\ge v_j(T)$. The deficit $d_j=p-v_j\ge0$ obeys

$$\dot d_j=\frac D{h^2}(d_{j+1}-2d_j+d_{j-1})+r(1-p-v_j)d_j,$$

with a growth factor of at most $r$. So $d_j(T)$ is at most $\delta e^{rT}$ times the probability that a random walker, hopping to each neighbour at rate $D/h^2$, gets from $j$ to beyond $J$ within $T$. This needs more than $J-j$ hops, so it becomes negligible a fixed number of sites behind $J$. There $d_j\le(1-\theta)/2$ and $u_j(t+T)\ge\theta$.

Every level thus moves at least at speed $c$, for $c$ as near $c_*$ as desired. With (b), the selected speed is $c_*$. The front is pulled: its speed is set by growth in the dilute edge.

## (d) What does the grid do to the speed?

**Expand $c_*$ for small $h$ through two corrections, and settle the sign for every $h$.**

From (3) and $h\sqrt{r/D}=\sqrt s$, $c_*/c_0=\sinh y/\sqrt s$. Put $Y=y^2$. The power series of (3) and of $\sinh^2y$ are

$$s=Y+\frac{Y^2}4+\frac{Y^3}{72}+\dots,\qquad \sinh^2y=Y+\frac{Y^2}3+\frac{2Y^3}{45}+\dots$$

The reciprocal of $1+Y/4+Y^2/72$ is $1-Y/4+7Y^2/144$ to this order, so

$$\left(\frac{c_*}{c_0}\right)^2=1+\frac Y{12}+\left(\frac2{45}-\frac1{12}+\frac7{144}\right)Y^2=1+\frac Y{12}+\frac{7Y^2}{720}.$$

Inverting the first series gives $Y=s-s^2/4+\dots$, hence

$$\left(\frac{c_*}{c_0}\right)^2=1+\frac s{12}+\left(\frac7{720}-\frac1{48}\right)s^2=1+\frac s{12}-\frac{s^2}{90}.$$

The square root has second-order coefficient $-\frac1{180}-\frac1{1152}=-\frac{37}{5760}$. Therefore

$$c_*=2\sqrt{rD}\left[1+\frac{rh^2}{24D}-\frac{37}{5760}\left(\frac{rh^2}{D}\right)^2+O(h^6)\right]. \tag{5}$$

The leading correction is positive and quadratic in $h$. Its origin shows in (2) at small $h$:

$$c(k)=\frac rk+Dk+\frac{Dh^2}{12}k^3+\dots$$

The last term is the truncation error $Dh^2\partial_x^4u/12$ acting on an exponential, where it adds to transport. At a minimum the shift of $k$ has no first-order effect, so the term is evaluated at $k_0=\sqrt{r/D}$, which gives $c_0s/24$. A symmetric stencil with leading error $\beta Dh^2\partial_x^4u$ would shift the minimum of $c(k)$ by $c_0\beta s/2$ by the same argument; the comparison principle behind (b) and (c) needs nonnegative neighbour weights. The number $1/24$ thus belongs to $\beta=1/12$.

The sign holds at every spacing. At fixed $k$,

$$\frac{\cosh kh-1}{h^2}=\frac{k^2}2+\frac{k^4h^2}{24}+\dots$$

has positive coefficients, so $c(k)$ rises with $h$ for each $k$, and so does its minimum.

On a very coarse grid, $s\gg1$, (3) gives $(y-1)e^y\approx s$ and $c_*\approx rh/(y-1)$. To leading order $y\approx\ln s$ and $c_*\approx rh/\ln s$, but this limit is approached only logarithmically: at $s=10^4$ the last estimate is still 31 percent too low. The front then hops: a full site seeds its empty neighbour to a level of about $D/(rh^2)=1/s$, which needs a time of about $\ln s/r$ to grow to order one. Later hops are shorter than this first one, because the sites further ahead have already been seeded. The continuum speed is lost.

## (e) When is another speed selected?

**Replace the step by $u_j(0)=\min(1,e^{-kjh})$ with $0<k<k_*$.**

The upper barrier of (b), with $k$ in place of $k_*$, limits the speed to $c(k)$. For a lower barrier take $\kappa$ with $k<\kappa<\min(2k,k_*)$ and

$$w=\max(0,e^{-kz}-Be^{-\kappa z}),\qquad z=jh-c(k)t,\quad B\ge1.$$

Where $w>0$, its time derivative minus the linear right side is at most $-B[\kappa c(k)-G(\kappa)]e^{-\kappa z}$. The bracket is positive because $c(\kappa)<c(k)$. For a lower barrier this must not exceed $-rw^2$. Where $w>0$ we have $z>0$, so $w^2\le e^{-2kz}\le e^{-\kappa z}$, and $B\ge r/[\kappa c(k)-G(\kappa)]$ suffices. At $t=0$, $w$ lies below the initial state. The filling argument of (c) completes the proof: the speed is $c(k)>c_*$. A slow tail carries its own, faster front.

## (f) Numbers for a model front

**Take $D=100$ Å$^2$/ns and $r=0.01$ ns$^{-1}$. Evaluate the grid error for $h=25$, 50 and 100 Å and compare it with direct solutions of (1).**

The front length is $\sqrt{D/r}=100$ Å and $c_0=2\sqrt{0.01\times100}=2$ Å/ns, or 0.2 m/s. For $h=50$ Å, $s=0.01\times2500/100=0.25$, and the quadratic law gives $2(1+0.25/24)=2.0208$ Å/ns.

For the direct solutions, (1) was integrated from a step to 30 000 ns by fourth-order Runge-Kutta with steps of 2.5 to 4 ns. Summing (1) over the grid shows that the total $h\sum u_j$ grows at the rate $hr\sum u_j(1-u_j)$, which is the instantaneous speed.

This speed approaches its limit slowly. A heuristic argument gives the rate. In the moving frame the edge is $e^{-k_*z}$ times a diffusing amplitude that is absorbed at the front, and such an amplitude decays as $zt^{-3/2}$. To keep its height the front falls back by $(3/2k_*)\ln t$, a lag of $3/(2k_*t)$ in speed. The speeds after 4000 ns were therefore fitted by a constant plus free multiples of $t^{-1}$, $t^{-3/2}$ and $t^{-2}$. Speeds in Å/ns:

| $h$ (Å) | quadratic law | minimum (3) | simulation, limit |
|---|---|---|---|
| 25 | 2.0052 | 2.0052 | 2.0051 |
| 50 | 2.0208 | 2.0201 | 2.0200 |
| 100 | 2.0833 | 2.0734 | 2.0734 |

The simulated excesses over $c_0$ are 0.26, 1.00 and 3.67 percent. Halving $h$ from 100 to 50 Å gives an observed order of 1.87, and from 50 to 25 Å one of 1.97. The minimum (3) gives 1.87 and 1.96; the fitted limits lie about $5\times10^{-5}$ Å/ns below it, which raises the last figure. The order lies below 2 because the next term in (5) is negative, and it approaches 2 as $h$ shrinks.

The fitted $t^{-1}$ terms correspond to 1.44 to 1.45 in place of 1.5. The difference shrinks at later times: for $h=100$ Å, the same fit of the speed between 20 000 and 100 000 ns gives 1.49. The value depends on the correction terms kept: fitting the position $h\sum u_j$ over the same interval, with the speed fixed at the minimum (3), gives 1.43 with a constant and $\ln t$ alone, 1.47 with a $t^{-1/2}$ term added, and 1.50 with a $t^{-1}$ term as well. The lag matters in practice: for $h=25$ Å at 30 000 ns it is about $1.5/(0.00992\times30\,000)=0.0050$ Å/ns, nearly as large as the grid excess itself. Without extrapolation the two would nearly cancel.

For $h=100$ Å, the lobe of (c) with $r'=0.99r$ and $q=0.001$ Å$^{-1}$ moves at 2.047 Å/ns, 1.3 percent below $c_*$. An initial tail with $k=0.005$ Å$^{-1}$ on the same grid gives 2.5105 Å/ns, both from (2) and in simulation.

For a one percent error the quadratic law suggests $h=\sqrt{0.24}\times100=49$ Å, about half a front length. The minimum formula gives 0.97 percent there. This rule assumes steep initial data, the three-point stencil and negligible time-step error.

The parameters are round and describe no particular material. The diffusivity is of the order found for small molecules in liquids, far above that of solid-state interdiffusion. The relative error depends on $s$ alone, so it carries over to slower fronts of the same type. Reacting layers can be of another type: growth may need nucleation, or be limited by transport through the product. Such fronts need not be pulled, and (5) says nothing about their grid error. Molecular discreteness also cuts off the far tail, which slows a pulled front. As a rough measure, switching off growth in (1) wherever $u<3\times10^{-5}$ lowers the speed at $h=50$ Å by about 5 percent, more than the grid error there. The one percent rule therefore measures the distance to the continuum equation, not to a real molecular front.

## (g) Why continuous time matters

**Replace $\dot u_j$ by a forward Euler step $\Delta t$ and find the leading total error.**

An exponential tail now grows by $e^{kc\Delta t}=1+\Delta t\,G$ per step, so

$$c(k)=\frac{\ln(1+\Delta t\,G)}{k\,\Delta t}=\frac Gk-\frac{\Delta t\,G^2}{2k}+\dots$$

At $k_0$ and leading order $G=2r$, and the new term is $-2r^2\Delta t/k_0=-c_0r\Delta t$. If the minimum again gives the selected speed, which (b) and (c) do not prove for discrete time, the relative shift is

$$\frac{c_*-c_0}{c_0}\approx\frac{rh^2}{24D}-r\Delta t .$$

The two errors cancel at this order for $\Delta t=h^2/(24D)$. At $\Delta t=h^2/(4D)$ the total is $-5s/24$, so the front is slow. For $h=50$ Å and $\Delta t=6.25$ ns this estimate is $-5.2$ percent. Minimising the full $c(k)$ gives 1.9024 Å/ns, or $-4.9$ percent, and the extrapolated Euler simulation also gives 1.9024 Å/ns. Refining $h$ at fixed $D\Delta t/h^2$ still shows quadratic convergence, but with the time error included in its coefficient, which vanishes at the ratio $1/24$.
